\section*{Bath, cluster and core orbitals of a Slater determinant, part 3}

The bath construction for a Slater determinant is now applied to H$_4$ and then to density matrices that are not idempotent. There are $N$ electrons in $L$ orthonormal orbitals, $n_F$ on the fragment and $n_E$ in the environment, counted per spin for a restricted determinant. In an atomic basis with overlap $S$, $P=C_{\rm AO}C_{\rm AO}^\dagger$; L\"owdin orbitals have $C=S^{1/2}C_{\rm AO}$ and $\gamma=CC^\dagger$.

The blocks of $\gamma$ are $A$ (fragment), $D$ (environment) and $B$ (fragment to environment). If $\gamma^2=\gamma$, then $B^\dagger B=A(1-A)$, $DB=B(1-A)$, $BB^\dagger=D(1-D)$. For any state, $n_b=\operatorname{rank}B$ obeys
\begin{equation}
n_b\le\min(n_F,n_E).
\label{eq:bound1}
\end{equation}
In $B=U\Sigma V^\dagger$, with singular values $s_i>0$, the columns of $U$ span the bath; $\mathcal{R}$ is the rest of the environment.

For a determinant, $A$ has $n_0$ eigenvalues $0$, $n_1$ equal to $1$, and $n_b$ values $\lambda_i$ between, with eigenvectors $v_i$ (orbitals $f_i$), $s_i^2=\lambda_i(1-\lambda_i)$, $b_i=Bv_i/s_i$ and
\begin{equation}
Db_i=\frac{DBv_i}{s_i}=\frac{B(1-A)v_i}{s_i}=(1-\lambda_i)\,b_i .
\label{eq:Db}
\end{equation}
\begin{equation}
U^\dagger DU=1_{n_b}-V^\dagger AV .
\label{eq:deg2}
\end{equation}
On $(f_i,b_i)$, $\gamma$ is $\gamma^{(i)}=\begin{pmatrix}\lambda_i&s_i\\ s_i&1-\lambda_i\end{pmatrix}$, with occupied orbital $o_i=\sqrt{\lambda_i}f_i+\sqrt{1-\lambda_i}\,b_i$. The cluster, fragment plus bath, has $L_{\rm cl}=n_F+n_b$ orbitals and $N_{\rm cl}=n_b+n_1$ electrons:
\begin{equation}
2N_{\rm cl}-L_{\rm cl}=n_1-n_0 .
\label{eq:half}
\end{equation}
$\mathcal{R}$ has $N_{\rm core}=N-n_b-n_1$ full and $N_{\rm empty}=L-N-n_b-n_0$ empty orbitals; the core density is $D-U(U^\dagger DU)U^\dagger$.

Over all spin orbitals, the Schmidt weights $p_n$ are products of one factor $\lambda_i$ or $1-\lambda_i$ per pair, the fragment number variance is $\sum_is_i^2$, and the entropy is
\begin{equation}
\mathcal{S}=-\sum_np_n\ln p_n=-\sum_{i=1}^{n_b}\big[\lambda_i\ln\lambda_i+(1-\lambda_i)\ln(1-\lambda_i)\big]\le n_b\ln2,
\label{eq:S}
\end{equation}

In Hartree atomic units, the cluster Hamiltonian has constant $E_{\rm core}$ (frozen core plus nuclear repulsion $E_{\rm nuc}$), one-electron part $h^{\rm cl}$ including the core potential, and integrals $(pq|tu)$, with $p,q$ for electron 1. Its exact ground-state energy is $E_{\rm cl}$.

The computed results also list random determinants with $L=7$, $n_F,N=1,\dots,6$.

\subsection{Linear H$_4$ with an end atom as fragment}

Four hydrogen atoms lie on a line with spacing $1.8$ bohr. The determinant is the restricted Hartree--Fock (RHF) solution in the STO-3G basis, so $L=4$ and $N=2$ per spin. In the raw atomic basis the Frobenius norm of $P^2-P$ is $0.279$, so orthogonalization cannot be skipped. In L\"owdin orbitals,
\begin{equation}
\gamma=\begin{pmatrix}
0.513481&0.456293&0.006024&-0.203908\\
0.456293&0.486519&0.203908&0.006024\\
0.006024&0.203908&0.486519&0.456293\\
-0.203908&0.006024&0.456293&0.513481
\end{pmatrix}.
\end{equation}
Six digits are kept so that the identities can be followed; they describe this basis and this partition and carry no such accuracy for the real molecule. For the fragment H$_1$, $n_F=1$, $\lambda=\gamma_{11}=0.513481$, and $B$ is the rest of the first column. Its single singular value is its norm,
\begin{equation}
s^2=0.456293^2+0.006024^2+0.203908^2=0.208203+0.000036+0.041578=0.249818,
\end{equation}
up to rounding in the last digit, in agreement with $\lambda(1-\lambda)=0.513481\times0.486519=0.249818$. Dividing $B$ by $s=0.499818$ gives the bath orbital on sites $2,3,4$,
\begin{equation}
b=(0.912919,\;0.012053,\;-0.407963).
\end{equation}
It lies mostly on the neighbour, with weight $0.9129^2=0.83$, has weight $0.4080^2=0.17$ on the far end, and almost none on site 3. The three components of $Db$ are
\begin{align}
0.444152+0.002458-0.002458&=0.444152=0.486519\times0.912919,\nonumber\\
0.186151+0.005864-0.186151&=0.005864=0.486519\times0.012053,\\
0.005499+0.005500-0.209481&=-0.198482=0.486519\times(-0.407963),\nonumber
\end{align}
which is \eqref{eq:Db}. That $\gamma_{22}$ equals $1-\lambda$ is a separate fact: inversion gives $\gamma_{11}=\gamma_{44}$ and $\gamma_{22}=\gamma_{33}$, and the trace is $2$.

The counts are $n_b=1$, $n_0=n_1=0$, $N_{\rm core}=2-1=1$ and $N_{\rm empty}=4-2-1=1$. The core and empty orbitals on sites $2,3,4$ are
\begin{equation}
\chi=(0.284682,\;0.697458,\;0.657653),\qquad \chi'=(-0.292464,\;0.716524,\;-0.633292).
\end{equation}
The core is decoupled from the fragment, $B^T\chi=0.129898+0.004201-0.134101$, which is zero within rounding, and it is fully occupied; for instance the site-3 component of $D\chi$ is $0.058049+0.339327+0.300082=0.697458$. It is mainly the bonding combination on the far pair of atoms, with a tail on site 2. In the basis (fragment, bath, core, empty), $\gamma$ is the block $\gamma^{(1)}$ with entries $0.513481$, $0.499818$, $0.486519$, followed by the diagonal entries $1$ and $0$, and the pair orbital is $o=0.716576\,f+0.697509\,b$.

With both spins the cluster has 4 spin orbitals and 2 electrons and is half filled. The Schmidt weights are $\lambda^2=0.263663$, $\lambda(1-\lambda)=0.249818$ twice, and $(1-\lambda)^2=0.236701$. For the entropy put $\lambda=(1+x)/2$, so that one pair contributes
\begin{equation}
\ln2-\tfrac12\big[(1+x)\ln(1+x)+(1-x)\ln(1-x)\big]=\ln2-\tfrac12x^2-O(x^4),
\end{equation}
where the series $\ln(1\pm x)=\pm x-x^2/2\pm\dots$ gives $x^2$ for the bracket at leading order. Here $x=0.026962$ and $x^2=0.000727$, so the two spins give $\mathcal{S}=\ln4-x^2=1.386294-0.000727=1.385567$ nat. At the mean-field level the L\"owdin orbital of the end atom is almost maximally entangled with its bath, because its occupation is close to one half. This depends on the partition: for the same determinant $\lambda=0.755$ if the fragment is the raw atomic orbital of H$_1$, and $\lambda=0.247$ if it is the orbital orthogonal to the other three atomic orbitals. The fragment number variance is $2s^2=0.4996$.

The frozen-core quantities, in hartree, are $E_{\rm core}=-0.583420$ (including $E_{\rm nuc}=2.407407$), $h^{\rm cl}_{ff}=-0.817190$, $h^{\rm cl}_{fb}=-0.280680$, $h^{\rm cl}_{bb}=-0.742313$, and
\begin{align}
(ff|ff)&=0.836298,& (bb|bb)&=0.730506,& (ff|bb)&=0.419314,\nonumber\\
(ff|fb)&=-0.010999,& (fb|fb)&=0.008815,& (fb|bb)&=-0.007983 .
\end{align}
A doubly occupied orbital $o=\cos\theta\,f+\sin\theta\,b$ has energy $E(\theta)=E_{\rm core}+2h_{oo}+(oo|oo)$. At $\cos^2\theta=\lambda$, $\sin^2\theta=1-\lambda$, $\cos\theta\sin\theta=s$,
\begin{equation}
h_{oo}=\lambda h_{ff}+2s\,h_{fb}+(1-\lambda)h_{bb}=-0.41961-0.28058-0.36115=-1.06134 .
\end{equation}
Of the 16 index assignments in $(oo|oo)$, one has four $f$, four have three $f$, two are of type $(ff|bb)$, four of type $(fb|fb)$, four have three $b$ and one has four $b$, and for real orbitals the integrals within each group are equal:
\begin{align}
(oo|oo)&=\lambda^2(ff|ff)+4\lambda s\,(ff|fb)+2s^2(ff|bb)+4s^2(fb|fb)\nonumber\\
&\quad+4(1-\lambda)s\,(fb|bb)+(1-\lambda)^2(bb|bb)\nonumber\\
&=0.22050-0.01129+0.20950+0.00881-0.00776+0.17291=0.59267 .
\end{align}
The sum is $E=-0.58342-2.12268+0.59267=-2.11343$ hartree. The numerical check minimizes $E(\theta)$ over all angles and finds $-2.11342892$ hartree at $\cos^2\theta=0.51348$, equal to $E_{\rm RHF}$ and $\lambda$.

Exact diagonalization of the cluster gives $E_{\rm cl}=-2.141283$ hartree, tested against an independent CASCI calculation with two electrons in the same two orbitals, and full configuration interaction (FCI) in the STO-3G basis gives $-2.175411$ hartree. Relative to RHF the cluster lowers the energy by $0.0279$ hartree ($0.76$ eV), and FCI by $0.0620$ hartree ($1.69$ eV). The ratio $0.027854/0.061982=0.449$ is the fraction of the STO-3G correlation energy recovered with two of the four electrons frozen in $\chi$. Neither number is converged. The FCI correlation energy is $0.0623$ hartree in 6-31G and $0.0858$ hartree ($2.3$ eV) in cc-pVDZ. The fraction is $0.445$ and $0.384$ for the two other STO-3G partitions named above, and with all L\"owdin orbitals of H$_1$ as fragment it is $0.34$ in 6-31G and $0.20$ in cc-pVDZ, where the cluster holds all four electrons and there is no core.

\subsection{A cluster that is not half filled, with degenerate singular values}

The same chain in the 6-31G basis has $L=8$, $N=2$ per spin and $E_{\rm RHF}=-2.168767$ hartree. The fragment H$_1$+H$_2$ has $n_F=4>N$, so $n_0\ge2$ and $n_b\le2$. The computed eigenvalues of $A$ are $0$, $0$, $0.044406$ and $0.955594$, hence $n_0=2$, $n_1=0$, $n_b=2$. The cluster has $4+2=6$ orbitals and 2 electrons per spin, a filling of $1/3$, and \eqref{eq:half} reads $4-6=0-2$. There is no core, and $8-2-2-2=2$ environment orbitals are empty. A solver given $n_F=4$ electrons per spin would be given twice the number present in the molecule.

The two nonzero eigenvalues add to $1$, and inversion explains this. The basis has only $s$ functions, inversion permutes them by exchanging the two halves, and $S^{1/2}$ commutes with this permutation, so the L\"owdin orbitals are permuted in the same way. With one even and one odd occupied orbital, their coefficient vectors are $(g,g)$ and $(u,-u)$ when the right half is listed in mirrored order, and normalization gives $g^Tg=u^Tu=\tfrac12$. The nonzero eigenvalues of $A=C_FC_F^T$ with $C_F=(g\;\,u)$ are those of the $2\times2$ matrix $C_F^TC_F$, since $C_F^TC_Fz=\lambda z$ implies $A(C_Fz)=\lambda\,C_Fz$. That matrix has diagonal $\tfrac12$ and off-diagonal $\xi=g^Tu$, so $\lambda_\pm=\tfrac12\pm|\xi|$ and both singular values obey $s^2=\tfrac14-\xi^2$. Here $|\xi|=0.455594$, $s^2=0.25-0.207566=0.042434$ and $s=0.205996$ for both. Rotating both pairs of singular vectors by $45^\circ$ leaves $B=sUV^T$ unchanged, while $V^TAV$ acquires diagonal elements $(\lambda_++\lambda_-)/2=0.5$ and off-diagonal magnitude $(\lambda_+-\lambda_-)/2=0.455594$. Read as occupations in \eqref{eq:S}, these diagonal elements would give the maximal entropy, whereas the true $\lambda_\pm$ are close to $1$ and $0$. The numerical check tests that the rotated vectors still reproduce $B$ and that \eqref{eq:deg2} holds for them; the two traces add to $2.000000$.

\subsection{Failure for a density matrix that is not idempotent}

For a correlated state, a thermal mean-field state or smeared occupations, $M=\gamma-\gamma^2$ is nonzero. It has eigenvalues $m(1-m)\ge0$, with $m$ the natural occupations. The block identities acquire the blocks of $M$:
\begin{equation}
B^\dagger B=A(1-A)-M_{FF},\qquad DB=B(1-A)-M_{EF},\qquad BB^\dagger=D(1-D)-M_{EE}.
\end{equation}
The rank bound \eqref{eq:bound1} and $B^\dagger y=0$ for $y\in\mathcal{R}$ survive. Let $R$ be a matrix of orthonormal basis vectors of $\mathcal{R}$, and $v,b,s$ a singular triple, $Bv=sb$. Multiplying the second identity by $R^\dagger$ and $v$, with $R^\dagger B=0$, and then by $b^\dagger$ and $v$, with $b^\dagger B=sv^\dagger$, gives
\begin{align}
R^\dagger Db&=-\frac{R^\dagger M_{EF}\,v}{s}, \label{eq:coup}\\
v^\dagger Av+b^\dagger Db&=1-\frac{b^\dagger M_{EF}\,v}{s}. \label{eq:trc}
\end{align}
The bath couples to the rest whenever $R^\dagger M_{EF}v\neq0$, and the occupations of the pair no longer add to one whenever $b^\dagger M_{EF}v\neq0$. Neither follows from $M\ne0$ alone: for $\gamma=c+(1-2c)P$ with a projector $P$ one has $M=c(1-c)\,1$ and $M_{EF}=0$, so both right-hand corrections vanish for every singular triple, although no natural occupation is $0$ or $1$ for $0<c<1$ (at $c=\tfrac12$ there is no triple, since $B=0$). The occupations within $\mathcal{R}$ are eigenvalues of $R^\dagger DR$, thus expectation values of $\gamma$ in normalized vectors, and lie between the smallest and the largest natural occupation; if no natural occupation is $0$ or $1$, no pure core exists.

The FCI density of the STO-3G chain has natural occupations per spin $0.985790$, $0.959524$, $0.042812$ and $0.011874$. For the fragment H$_1$, $\gamma_{11}(1-\gamma_{11})=0.249841$ while $s^2=0.217795$, so $M_{11}=0.032046$. The norm of the coupling \eqref{eq:coup} is $0.0263$, and the occupations in $\mathcal{R}$ are $0.021324$ and $0.977540$, inside the interval from $0.011874$ to $0.985790$. Relation \eqref{eq:coup}, the nonzero coupling and the fractional occupations are tested. The cluster trace per spin is $1.001136$, much closer to an integer than the individual occupations are. The trace of $\gamma$ accounts for this: the nearly empty orbital of $\mathcal{R}$ holds $0.021324$, the nearly full one lacks $1-0.977540=0.022460$, and only the difference $0.001136$ appears in the cluster. A nearly integer cluster trace is therefore no evidence of a pure core, and an implementation should monitor the spectrum of $R^\dagger DR$ instead. A vanishing norm of $\gamma-\gamma^2$ is sufficient for a pure core but not necessary: the density of the correlated cluster state with energy $E_{\rm cl}$ has Frobenius norm $\|\gamma-\gamma^2\|=0.032$ per spin, while its occupations in $\mathcal{R}$ are exactly $0$ and $1$. The subtraction $D-U(U^\dagger DU)U^\dagger$ does not give that spectrum here, since it keeps the coupling \eqref{eq:coup}; the projected matrix $(1-UU^\dagger)D(1-UU^\dagger)$ does, with $n_b$ additional zeros. For a pure correlated state the Schmidt rank is still limited by the dimension of the fragment Fock space, $2^{n_F}$ for $n_F$ spin orbitals, but the environment Schmidt states are then many-body states that the argument above does not reduce to $n_F$ orbitals and a filled core.

\section*{Computed results}
\begin{verbatim}
random determinants L=7: cases 36, nb=nF in 12, half filled in 12
filled fragment orbital L=7 N=3 nF=2: nb 1, n1 1, cluster 3 orbitals, 2.000000 electrons
H4 spacing 1.8 bohr, RHF/STO-3G, Lowdin, L=4, N=2 per spin, fragment H1
|P^2-P| in the raw AO basis 0.278946
gamma row 1: 0.513481 0.456293 0.006024 -0.203908
gamma row 2: 0.456293 0.486519 0.203908 0.006024
gamma row 3: 0.006024 0.203908 0.486519 0.456293
gamma row 4: -0.203908 0.006024 0.456293 0.513481
nb 1, n0 0, n1 0
lambda 0.513481, 1-lambda 0.486519, s 0.499818, s^2 0.249818
sqrt(lambda) 0.716576, sqrt(1-lambda) 0.697509
bath orbital: 0.000000 0.912919 0.012053 -0.407963
core orbital: 0.000000 0.284682 0.697458 0.657653
empty orbital: 0.000000 -0.292464 0.716524 -0.633292
rotated gamma, row frag: 0.513481 0.499818 0.000000 0.000000
rotated gamma, row bath: 0.499818 0.486519 0.000000 0.000000
rotated gamma, row core: 0.000000 0.000000 1.000000 0.000000
rotated gamma, row empty: 0.000000 0.000000 0.000000 0.000000
both spins: cluster 4 spin orbitals, 2.000000 electrons
Schmidt weights: 0.263663 0.249818 0.249818 0.236701
entropy 1.385567 nat, ln 4 = 1.386294
fragment number variance 0.499637, |overlap| rebuilt 1.00000000
E_nuc 2.407407 Ha, E_core (with E_nuc) -0.583420 Ha
h_cl ff fb bb: -0.817190 -0.280680 -0.742313 Ha
(ff|ff) (bb|bb) (ff|bb): 0.836298 0.730506 0.419314 Ha
(ff|fb) (fb|fb) (fb|bb): -0.010999 0.008815 -0.007983 Ha
cluster mean-field minimum -2.11342892 Ha at cos^2 = 0.51348
E_RHF -2.11342892 Ha
E cluster FCI -2.14128287 Ha, E full FCI -2.17541114 Ha
cluster lowering -0.027854 Ha = -0.7579 eV
full correlation -0.061982 Ha = -1.6866 eV
fraction 0.4494
FCI natural occupations per spin: 0.985790 0.959524 0.042812 0.011874
FCI: gamma_11 0.512597, s^2 0.217795, gamma_11(1-gamma_11) 0.249841
FCI: bath-rest coupling 0.026323, rest occupations 0.021324 0.977540
FCI: cluster trace per spin 1.001136
RHF/6-31G, L=8, N=2, fragment H1+H2, nF=4, E_RHF -2.168767 Ha
lambda: 0.000000 0.000000 0.044406 0.955594
s: 0.205996 0.205996 0.000000 0.000000
nb 2, n0 2, n1 0, cluster 6 orbitals, 2.000000 electrons per spin
filling 0.333333, rest occupations 0.000000 0.000000
SVD rotated by 45 deg: diag V^+AV 0.500000 0.500000, |offdiag| 0.455594
tr V^+AV + tr U^+DU 2.000000
\end{verbatim}
